# Lyapunov exponent at the band edge of a weakly disordered chain

## The problem

An electron moves on a chain with hopping $t>0$ and random site energies $\varepsilon_n$:

$$t(\psi_{n+1}+\psi_{n-1})+\varepsilon_n\psi_n=E\psi_n .$$

The $\varepsilon_n$ are independent and uniformly distributed on $[-W/2,W/2]$, so their mean is zero and their variance is $W^2/12$. Without disorder the solutions are plane waves with $E=2t\cos k$, and the band ends at $E=2t$, where $k=0$.

Choose $\psi_0$ and $\psi_1$ and iterate the equation along the chain. The Lyapunov exponent $\gamma$ is the mean growth rate per site of the logarithm of the amplitude. The step from $(\psi_{n-1},\psi_n)$ to $(\psi_n,\psi_{n+1})$ has determinant one, so growth at rate $\gamma$ in one direction is accompanied by decay at rate $\gamma$ in another. Localized eigenfunctions use the decaying direction on either side of their centre, and $1/\gamma$ is their localization length in sites.

Inside the band, weak scattering gives $\gamma\propto W^2$. The questions are these.

1. Which power of $W$ governs $\gamma$ at $E=2t$ when $W\ll t$, and with what prefactor?
2. How does this power join the $W^2$ law inside the band?
3. What fraction of the eigenvalues does the disorder push above $2t$?

Energies are measured in $t$ and lengths in sites.

## A first estimate by scaling

Let $v_n=\varepsilon_n/t$ and $D=\langle v_n^2\rangle=W^2/(12t^2)$. Near $k=0$ the wave function varies slowly. Suppose that it varies over a length of $L$ sites. Two energies then compete:

- The kinetic energy, measured from the edge, is of order $t/L^2$, because $2t-2t\cos k\approx tk^2$ and $k\sim 1/L$.
- The wave feels the average of $L$ independent site energies. This average fluctuates by about $t\sqrt{D/L}$.

At $E=2t$ no other energy is available to set the length, so the two must balance:

$$\frac{1}{L^2}\sim\sqrt{\frac{D}{L}}\quad\Rightarrow\quad L^{3/2}\sim D^{-1/2}\quad\Rightarrow\quad L\sim D^{-1/3}.$$

With $\gamma\sim1/L$ the estimate is $\gamma\sim D^{1/3}\propto W^{2/3}$.

Now move the energy to $E=2t+\delta$. The offset matters once $|\delta|$ exceeds $t/L^2\sim tD^{2/3}$. This suggests the form

$$\gamma=D^{1/3}f\!\left(\frac{\delta}{tD^{2/3}}\right).$$

If $\gamma$ is to be proportional to $D$ well inside the band, $f(x)$ must fall as $1/|x|$ for large negative $x$, since then $\gamma\propto D^{1/3}D^{2/3}t/|\delta|$. The $W^2$ law therefore carries a factor $1/|\delta|$ and cannot be continued to the edge.

The estimate leaves the number in front open, and it assumes that $f(0)$ is finite and positive. The exact solution of the weak-disorder limit supplies both.

## The exact solution

### From the chain to a stochastic equation

With $E=2t+\delta$, division of the chain equation by $t$ gives

$$\psi_{n+1}=\left(2+\frac{\delta}{t}-v_n\right)\psi_n-\psi_{n-1}.$$

Introduce the difference $d_n=\psi_n-\psi_{n-1}$. Subtracting $\psi_n$ from both sides yields

$$d_{n+1}=d_n+\left(\frac{\delta}{t}-v_n\right)\psi_n,\qquad \psi_{n+1}=\psi_n+d_{n+1}.$$

Since $\psi$ varies slowly, $d$ is small compared with $\psi$ except near the nodes of $\psi$. Write $d_n=a\varphi_n$ with a small number $a$ still to be chosen, and let $\tau=an$ be the scaled length:

$$\varphi_{n+1}=\varphi_n+\left(\frac{\delta}{ta}-\frac{v_n}{a}\right)\psi_n,\qquad \psi_{n+1}=\psi_n+a\varphi_{n+1}.$$

One site advances $\tau$ by $a$. Per unit of $\tau$, $\psi$ therefore drifts at the rate $\varphi$, and $\varphi$ drifts at the rate $X\psi$ with

$$X=\frac{\delta}{ta^2}.$$

The random kicks $-v_n\psi_n/a$ have variance $D\psi_n^2/a^2$ per site, or $D\psi_n^2/a^3$ per unit of $\tau$. This stays finite as $D\to0$ if $a^3\propto D$. The convenient choice is

$$a=\left(\frac D2\right)^{1/3}=\left(\frac{W^2}{24t^2}\right)^{1/3},$$

which makes the variance rate $2\psi^2$.

For $W\to0$ at fixed $X$ the sum of kicks becomes Brownian motion. The fourth moment of a kick is of order $D^2/a^4\sim a^2$ per site, hence of order $a$ per unit of $\tau$, and it vanishes in the limit. The same holds for the correlation between a kick and the shift of $\psi$ in the same step. What remains is

$$d\psi=\varphi\,d\tau,\qquad d\varphi=X\psi\,d\tau-\sqrt2\,\psi\,dB,$$

where $B$ is Brownian motion of unit variance rate. The equation is of Itô type, because $v_n$ is independent of $\psi_n$.

These equations contain $\delta$ and $W$ only through $X$. If $\lambda(X)$ is the growth rate per unit of $\tau$, the growth rate per site is, to leading order in $a$,

$$\gamma=a\,\lambda(X).$$

At the edge $X=0$, so $\lambda(0)$ is a pure number and $\gamma\propto a\propto W^{2/3}$, provided this number is positive.

### The stationary density

The direction of the vector $(\psi,\varphi)$ is described by $u=\varphi/\psi$. There is no noise in $d\psi$, so no Itô correction arises in the quotient:

$$du=\frac{d\varphi}{\psi}-\frac{\varphi\,d\psi}{\psi^2}=(X-u^2)\,d\tau-\sqrt2\,dB .$$

When $\psi$ falls through zero from positive values, $\varphi$ is negative. The ratio $u$ then runs to $-\infty$ and returns from $+\infty$. Each node of $\psi$ is one such passage.

The noise has diffusion coefficient $1$, so the probability current of the density $p(u)$ is $(X-u^2)p-p'$. In the stationary state it is constant. It points towards $-\infty$, so call it $-j$, where $j>0$ is the number of nodes per unit of $\tau$:

$$p'+(u^2-X)p=j .$$

The integrating factor is $e^{u^3/3-Xu}$. The homogeneous solution $e^{-u^3/3+Xu}$ diverges at $u\to-\infty$ and must be absent, which fixes the density uniquely:

$$p(u)=j\,e^{-u^3/3+Xu}\int_{-\infty}^{u}e^{w^3/3-Xw}\,dw .$$

Substitute $w=u-y$ with $y>0$. The exponent becomes

$$-\frac{u^3}{3}+\frac{(u-y)^3}{3}+Xy=-u^2y+uy^2-\frac{y^3}{3}+Xy .$$

Since $-y(u-y/2)^2=-u^2y+uy^2-y^3/4$, the remaining cubic term is $-y^3/3+y^3/4=-y^3/12$. Hence

$$p(u)=j\int_0^\infty e^{-y(u-y/2)^2-y^3/12+Xy}\,dy .$$

For large $|u|$ the differential equation gives $p\approx j/u^2$, so the density can be normalized.

### The growth rate

Near a node $\ln|\psi|$ diverges. It is safer to follow $\ln r$ with $r^2=\psi^2+\varphi^2$, which has the same long-run growth rate. The derivatives needed are

$$\frac{\partial\ln r}{\partial\psi}=\frac{\psi}{r^2},\qquad
\frac{\partial\ln r}{\partial\varphi}=\frac{\varphi}{r^2},\qquad
\frac{\partial^2\ln r}{\partial\varphi^2}=\frac{\psi^2-\varphi^2}{r^4}.$$

Itô's rule adds half the variance rate, $\tfrac12\cdot2\psi^2$, times the second derivative. The mean rate of change of $\ln r$ at given $u$ is therefore

$$G(u)=\frac{\varphi\psi+X\psi\varphi}{r^2}+\frac{\psi^2(\psi^2-\varphi^2)}{r^4}
=\frac{(1+X)u}{1+u^2}+\frac{1-u^2}{(1+u^2)^2},$$

and $\lambda=\int pG\,du$. This integral converges absolutely, because $p\sim1/u^2$ and $G$ falls at least as fast as $1/|u|$.

A simpler form follows with $h=\tfrac12\ln(1+u^2)$, for which

$$h'=\frac{u}{1+u^2},\qquad h''=\frac{1-u^2}{(1+u^2)^2}.$$

Because $u-u^2h'=u/(1+u^2)$, one has $G=u+(X-u^2)h'+h''$. Integrate over $[-L,L]$ and treat the last term by parts:

$$\int_{-L}^{L}p\left[(X-u^2)h'+h''\right]du=\Big[ph'\Big]_{-L}^{L}+\int_{-L}^{L}h'\left[(X-u^2)p-p'\right]du .$$

The boundary term vanishes as $L^{-3}$. The last bracket equals $-j$, and $h'$ is odd, so the integral is zero. Therefore

$$\lambda=\lim_{L\to\infty}\int_{-L}^{L}u\,p(u)\,du .$$

Now insert $p$ and write $u=y/2+(u-y/2)$. The part with $u-y/2$ is an elementary integral over $u$. After integration over $y$ its magnitude, apart from the factor $j$, is

$$R_L=\int_0^\infty\frac{\sinh(Ly^2)}{y}\,e^{-(L^2-X)y-y^3/3}\,dy .$$

Use $\sinh z\le z\,e^{z}$. The exponent then contains $-y(L^2-Ly+y^2/3)$, and the bracket is smallest at $y=3L/2$, where it equals $L^2/4$. So, once $L^2>4X$,

$$R_L\le L\int_0^\infty y\,e^{-(L^2/4-X)y}\,dy=\frac{L}{(L^2/4-X)^2}\to0 .$$

Only the part with $y/2$ survives. The Gaussian integral over $u$ is $\sqrt{\pi/y}$, both here and in the normalization $\int p\,du=1$:

$$\frac1j=\sqrt\pi\int_0^\infty y^{-1/2}e^{Xy-y^3/12}\,dy,$$

$$\lambda(X)=\frac12\,\frac{\displaystyle\int_0^\infty y^{1/2}e^{Xy-y^3/12}\,dy}{\displaystyle\int_0^\infty y^{-1/2}e^{Xy-y^3/12}\,dy}.$$

Both integrands are positive, so $\lambda(X)>0$ for every finite $X$. In this limit the states near $2t$ are localized on both sides of the clean edge, and no mobility edge appears there.

### The value at the edge

For $X=0$ substitute $s=y^3/12$, so that $y=(12s)^{1/3}$ and $dy=\tfrac13\,12^{1/3}s^{-2/3}ds$. Then

$$\int_0^\infty y^{m-1}e^{-y^3/12}\,dy=\frac{12^{m/3}}{3}\,\Gamma\!\left(\frac m3\right).$$

The numerator has $m=3/2$ and the denominator $m=1/2$. With $\Gamma(1/2)=\sqrt\pi$ and $\Gamma(1/6)=5.566$,

$$\lambda(0)=\frac{12^{1/3}\sqrt\pi}{2\,\Gamma(1/6)}=0.3645 .$$

Multiplication by $a=(W^2/24t^2)^{1/3}$ leaves the factor $(12/24)^{1/3}=2^{-1/3}$, and question 1 is answered:

$$\boxed{\;\gamma(2t)=\frac{\sqrt\pi}{2^{4/3}\,\Gamma(1/6)}\left(\frac Wt\right)^{2/3}=0.1264\left(\frac Wt\right)^{2/3},\qquad W\ll t.\;}$$

### Both sides of the edge

**Inside the band,** $X\to-\infty$. The factor $e^{-|X|y}$ confines $y$ to values of order $1/|X|$, where $y^3/12$ is negligible. Then

$$\lambda\to\frac12\,\frac{\Gamma(3/2)\,|X|^{-3/2}}{\Gamma(1/2)\,|X|^{-1/2}}=\frac{1}{4|X|},\qquad
\gamma\to\frac{a^3t}{4|\delta|}=\frac{Dt}{8|\delta|}=\frac{W^2}{96\,t|\delta|}.$$

This is the $W^2$ law, with the factor $1/|\delta|$ that scaling demanded. It holds for $ta^2\ll|\delta|\ll t$; the upper limit comes from the slow variation of $\psi$ assumed throughout.

**Outside the band,** $X\to+\infty$. The exponent $Xy-y^3/12$ has its maximum where $X=y^2/4$, at $y=2\sqrt X$. Both integrals are dominated by this point, and their ratio tends to $2\sqrt X$. Hence $\lambda\to\sqrt X$ and $\gamma\to\sqrt{\delta/t}$, independent of $W$. This is the decay of the clean chain: $\psi_n\propto e^{-\kappa n}$ requires $2\cosh\kappa=2+\delta/t$, or $\kappa\approx\sqrt{\delta/t}$ for small $\delta$.

The two regimes meet in a window $|\delta|\sim ta^2\propto W^{4/3}$, which answers question 2. The limits $W\to0$ and $\delta\to0$ do not commute. At fixed $\delta<0$ close to the edge, $\gamma/W^2$ tends to a constant as $W\to0$. At $\delta=0$ it grows as $W^{-4/3}$.

### States above the edge

Start the recursion with $\psi_0=0$, $\psi_1=1$. Then $\psi_{n+1}$ equals $\det(E-H_n)/t^n$, where $H_n$ is the Hamiltonian of the first $n$ sites. Its sign is $(-1)^{N_n}$, with $N_n$ the number of eigenvalues of $H_n$ above $E$. Adding one site raises $N_n$ by zero or one, because the eigenvalues of successive blocks interlace. Each sign change of $\psi$ thus counts one eigenvalue above $E$.

The number of nodes per site is $ja$ to leading order. At the edge the integral with $m=1/2$ gives

$$j(0)=\frac{3}{\sqrt\pi\,12^{1/6}\,\Gamma(1/6)}=0.2010 .$$

The fraction of states above $2t$ is therefore $0.2010\,a$, which is also proportional to $W^{2/3}$. This answers question 3.

## Comparison of the estimate with the solution

Scaling found the correct power. In its own variable the solution reads $\gamma=2^{-1/3}\lambda(0)\,D^{1/3}=0.289\,D^{1/3}$, so setting the unknown factor to one overestimates $\gamma$ by a factor of about $3.5$.

Take $W=0.1\,t$ as an example. The variance is $D=0.01/12=8.33\times10^{-4}$, and

$$a=(4.167\times10^{-4})^{1/3}=0.0747,\qquad \gamma=0.3645\times0.0747=0.0272 .$$

The localization length at the edge is $1/\gamma=36.7$ sites, whereas the bare estimate $D^{-1/3}$ gives about $10.6$ sites. The crossover window is $ta^2=0.0056\,t$ wide, and a fraction $0.2010\times0.0747=0.015$ of the states lies above $2t$.

Halving $W$ at $E=2t$ lengthens the localization length to $58.3$ sites, a factor $2^{2/3}=1.59$. A $W^2$ law would have given a factor of $4$.

At the same $W=0.1\,t$ but $E=1.9\,t$, one has $X=-0.1/0.00558=-17.9$, well inside the band on the scale of the window. The scaling function and its $W^2$ limit both give $1/\gamma\approx960$ sites. Both are leading-order results in $|\delta|/t$, which is $0.1$ here, so an error of a few per cent must be expected. According to these formulas, a shift of the energy by five per cent of $2t$ changes the localization length by a factor of about $26$.

### Direct iteration of the chain

The derivation replaced the lattice by a continuous stochastic process. The original recursion, iterated at $E=2t$ on 4000 random chains over 9000 sites each, after 3000 discarded sites, gives an independent value of $\gamma$:

| $W/t$ | $\gamma$, iterated | standard error | $\gamma$, formula |
|---|---|---|---|
| 0.01 | 0.005863 | 0.000013 | 0.005865 |
| 0.03 | 0.012168 | 0.000019 | 0.012201 |
| 0.10 | 0.027129 | 0.000029 | 0.027225 |
| 0.30 | 0.056227 | 0.000042 | 0.056630 |
| 1.00 | 0.125658 | 0.000062 | 0.126367 |

A power law fitted to the first three rows has the exponent $0.665$, against $2/3$. From $W=0.1\,t$ upwards the iterated values lie below the formula by more than three standard errors, so a correction for finite $W$ is visible. It stays below one per cent of $\gamma$ even at $W=t$. Its form is not derived here.

The same iteration at $E=1.98\,t$ gives $\gamma=0.000835$ for $W=0.04\,t$ and $0.003330$ for $W=0.08\,t$. The $W^2$ law predicts $0.000833$ and $0.003333$. The measured power is $2.00$ with a statistical uncertainty of about $0.01$, so for such weak disorder the two exponents are found at energies only one per cent apart. At fixed $E=1.98\,t$ the $W^2$ law ends once $ta^2$ becomes comparable with $|\delta|=0.02\,t$.

Within the window, at $W=0.03\,t$, iteration gives $0.00389$ for $X=-2$ and $0.0416$ for $X=+2$; the scaling function gives $0.00387$ and $0.0416$.

The count of states was compared with the diagonalization of 20 chains of 3000 sites at $W=0.2\,t$. Of the 60,000 eigenvalues, 1434 lie above $2t$, a fraction of $0.0239$; the formula gives $0.0238$. Further figures are in the numerical output.

### What the result depends on

The uniform distribution entered only through its variance. For other bounded, independent disorder of zero mean, the leading result is obtained by using the actual variance in $D$. Site energies of $\pm W/\sqrt{12}$ with equal probability have the same variance as the uniform case. At $W=0.03\,t$ they give $\gamma=0.01215$ by iteration, within half a per cent of the formula.

In both cases the third moment vanishes, as it does for every symmetric distribution of zero mean. If the third moment of the site energies is not zero, that of a kick is of order $D^{3/2}/a^3\sim a^{3/2}$ per site, hence of order $\sqrt a$ per unit of $\tau$. It still vanishes in the limit, but only as $W^{1/3}$. For example, let $\varepsilon_n$ be $3\sigma$ with probability $0.1$ and $-\sigma/3$ otherwise, with $\sigma=W/\sqrt{12}$. Iteration then gives a $\gamma$ about 13 per cent above the formula at $W=0.03\,t$, and still about 6 per cent above it at $W=0.003\,t$. With the signs of all site energies reversed, $\gamma$ lies below the formula by similar amounts.

A nonzero mean $\bar\varepsilon$ shifts the edge to $2t+\bar\varepsilon$. If the energy is nevertheless held at $2t$, then $\delta=-\bar\varepsilon$, and the $2/3$ power is lost once $|\bar\varepsilon|$ is comparable with $ta^2$. Disorder of infinite variance leaves $D$ undefined, and correlated site energies violate the independence used for the kicks; both need a separate treatment.

The calculation also rests on a single chain, for which one ratio $u$ describes the direction of the solution. It gives no localization length for a three-dimensional solid, and the absence of a mobility edge found here must not be carried over to one.

## Values computed for the example and the checks

```
Units: energies in t, lengths in sites, gamma per site
Gamma(1/6) = 5.56632
lam(0) closed form = 0.36451
node rate j(0) closed form = 0.20096
prefactor of (W/t)^(2/3) = 0.12637
X=-2: lam from density 0.115687, reduced 0.115687
X=+0: lam from density 0.364506, reduced 0.364506
X=+2: lam from density 1.243039, reduced 1.243039
4|X| lam at X=-30: 0.99997
lam/sqrt(X) at X=+30: 0.99847
Edge E=2t: W/t, gamma chains, std error, gamma formula, ratio
  0.01  0.005863  0.000013  0.005865  0.9995
  0.03  0.012168  0.000019  0.012201  0.9973
  0.10  0.027129  0.000029  0.027225  0.9965
  0.30  0.056227  0.000042  0.056630  0.9929
  1.00  0.125658  0.000062  0.126367  0.9944
fitted power of W at edge (W/t = 0.01 to 0.1) = 0.6653
binary disorder, variance as W=0.03t: gamma = 0.012150, ratio 0.9959
W=0.03t, X=-2: gamma chains 0.003891, formula 0.003872
W=0.03t, X=+2: gamma chains 0.041634, formula 0.041607
E=1.98t, W=0.04t: gamma chains 0.000835 +- 0.000005, W^2 law 0.000833
E=1.98t, W=0.08t: gamma chains 0.003330 +- 0.000010, W^2 law 0.003333
power of W at E=1.98t = 1.996
W=0.2t, 20 chains of 3000 sites: levels above 2t = 1434
  fraction 0.02390, formula 0.02383
Example W = 0.1 t at E = 2t
variance of eps/t = 8.3333e-04
a = 0.07469, length 1/a = 13.39 sites
gamma = 0.02722 per site, 1/gamma = 36.73 sites
crossover width a^2 = 0.00558 t
fraction of states above 2t = 0.01501
W halved: 1/gamma = 58.31 sites, longer by 1.5874
at E = 1.9t: X = -17.93, gamma = 0.001041 per site
  1/gamma = 960.2 sites; W^2 law gives 960.0 sites
```
